# Why fast-converging TM grating calculations need the inverse Fourier rule: verification in Python

```python
"""
Result under test: for a lamellar grating in TM polarization (H along the lines),
the truncated product [[eps]] E_x converges only as 1/N because E_x and eps jump
together while D_x is continuous; the inverse rule [[1/eps]]^-1 E_x cures this,
but only if the E_z product keeps the direct rule.
Symbols: N = highest Fourier order kept, [[a]] = Toeplitz matrix of Fourier
coefficients of a, f = ridge fraction, n2 = (gamma/k0)^2 for a mode exp(i gamma z).
Lengths inside the mode calculation are multiplied by k0 = 2 pi / wavelength.
Ridge is centred on x = 0; all permittivities are relative, real and positive.
"""
import numpy as np
from scipy.linalg import toeplitz, solve_toeplitz, matmul_toeplitz, eigh, inv
from scipy.optimize import brentq
from scipy.integrate import quad

wavelength, period, width, depth = 200e-9, 250e-9, 100e-9, 100e-9
eps_r, eps_g = 4.0, 1.0
fill = width / period
k0 = 2 * np.pi / wavelength


def coeffs(ridge, groove, f, count):
    n = np.arange(count)
    c = (ridge - groove) * f * np.sinc(n * f)
    c[0] += groove
    return c


def static_solution(er, eg, f, N):
    """Solve [[eps]] p = e_0: the truncated E_x for constant unit D_x."""
    rhs = np.zeros(2 * N + 1)
    rhs[N] = 1.0
    return solve_toeplitz(coeffs(er, eg, f, 2 * N + 1), rhs)


def static_deficit(er, eg, f, N):
    return f / er + (1 - f) / eg - static_solution(er, eg, f, N)[N]


def deficit_law(er, eg, N):
    return np.log(er / eg) * (1 / eg - 1 / er) / (np.pi**2 * (N + 0.5))


print(f"wavelength {wavelength*1e9:.0f} nm, period {period*1e9:.0f} nm, "
      f"ridge {width*1e9:.0f} nm, depth {depth*1e9:.0f} nm")
print(f"relative permittivity: ridge {eps_r:.1f}, groove {eps_g:.1f}")

# --- truncated product of two functions that jump at the same wall ---
wall_limit = (eps_r - eps_g)**2 / (8 * eps_r * eps_g)
print(f"predicted relative D_x error at wall: {wall_limit:.5f}")
rms = {}
for N in (125, 500, 2000):
    half = coeffs(1 / eps_r, 1 / eps_g, fill, N + 1)
    e_true = np.concatenate([half[:0:-1], half])
    d_err = matmul_toeplitz(coeffs(eps_r, eps_g, fill, 2 * N + 1), e_true)
    d_err[N] -= 1.0
    order = np.arange(-N, N + 1)
    at_wall = np.sum(d_err * np.cos(np.pi * order * fill))
    at_centre = np.sum(d_err)
    rms[N] = np.sqrt(np.sum(d_err**2))
    print(f"N={N}: D_x error at wall {at_wall:.4f}, "
          f"ridge centre {at_centre:.5f}, rms {rms[N]:.5f}")
assert abs(at_wall - wall_limit) < 0.01      # finite-N terms ~ log(N)/N
assert abs(at_centre) < 0.01
assert abs(rms[500] / rms[2000] - 2) < 0.2

# --- long-wave deficit: two-sided bound, exact constant, local profile ---
for N in (5, 20, 80):
    deficit = static_deficit(eps_r, eps_g, fill, N)
    eta = coeffs(1 / eps_r, 1 / eps_g, fill, N + 1)
    mean_square = fill / eps_r**2 + (1 - fill) / eps_g**2
    tail = mean_square - eta[0]**2 - 2 * np.sum(eta[1:]**2)
    assert eps_g * tail <= deficit <= eps_r * tail
    print(f"N={N}: long-wave deficit {deficit:.6f}, law "
          f"{deficit_law(eps_r, eps_g, N):.6f}, bounds "
          f"{eps_g*tail:.6f} to {eps_r*tail:.6f}")
for er, f in ((2.0, 0.4), (4.0, 0.4), (12.0, 0.4), (4.0, 0.3)):
    ratio = static_deficit(er, 1.0, f, 500) / deficit_law(er, 1.0, 500)
    print(f"ridge eps {er:.0f}, f={f}: deficit/law at N=500 {ratio:.5f}")
    assert abs(ratio - 1) < 0.02             # next order is relative 1/N
N = 1000
p = static_solution(eps_r, eps_g, fill, N)
order = np.arange(-N, N + 1)
slope = -np.sum(order * p * np.sin(np.pi * order * fill)) / (N + 0.5)
beta = np.log(eps_g / eps_r) / (2 * np.pi)
slope_law = (1 / eps_g - 1 / eps_r) * beta / np.sinh(np.pi * beta)
print(f"scaled wall slope of E_x, N=1000: {slope:.5f}, law {slope_law:.5f}")
assert abs(slope / slope_law - 1) < 0.02

# control: smooth permittivity 2.5 + 1.5 cos(theta), exact mean of 1/eps by quadrature
smooth_mean = quad(lambda t: 1 / (2.5 + 1.5 * np.cos(t)), 0, np.pi,
                   epsabs=1e-13)[0] / np.pi
col = np.zeros(21)
col[:2] = 2.5, 0.75
smooth_deficit = smooth_mean - inv(toeplitz(col))[10, 10]
print(f"smooth grating, ordinary rule, N=10: deficit {smooth_deficit:.1e}")
assert abs(smooth_deficit) < 1e-8


# --- grating modes with three choices of factorization ---
def layer(N, rule, ratio=wavelength / period):
    E = toeplitz(coeffs(eps_r, eps_g, fill, 2 * N + 1))
    A = toeplitz(coeffs(1 / eps_r, 1 / eps_g, fill, 2 * N + 1))
    E_inv = inv(E)
    m_inv = E_inv if rule == "ordinary" else A
    z_mat = A if rule == "inverse everywhere" else E_inv
    k = np.arange(-N, N + 1) * ratio
    B = np.eye(2 * N + 1) - k[:, None] * z_mat * k[None, :]
    n2, W = eigh((B + B.T) / 2, (m_inv + m_inv.T) / 2)
    return n2, W, m_inv, k


harmonic = 1 / (fill / eps_r + (1 - fill) / eps_g)
static_ord = 1 / static_solution(eps_r, eps_g, fill, 10)[10]
long_ord = layer(10, "ordinary", 1000.0)[0][-1]
long_inv = layer(10, "correct", 1000.0)[0][-1]
print(f"long-wave n2, N=10: ordinary {long_ord:.5f}, correct {long_inv:.5f}, "
      f"exact {harmonic:.5f}")
assert abs(long_ord - static_ord) < 1e-4     # period/wavelength = 1e-3
assert abs(long_inv - harmonic) < 1e-4

a, b = k0 * width / 2, k0 * (period - width) / 2


def mode_equation(n2):
    q, s = np.sqrt(eps_r - n2), np.sqrt(n2 - eps_g)
    return q * np.sin(q * a) / eps_r - s * np.tanh(s * b) * np.cos(q * a) / eps_g


n2_exact = brentq(mode_equation, 3.0, 4.0 - 1e-9, xtol=1e-14, rtol=1e-14)
q, s = np.sqrt(eps_r - n2_exact), np.sqrt(n2_exact - eps_g)
H_wall = np.cos(q * a)
w_wall = -q * np.sin(q * a) / eps_r
ridge_part = quad(lambda x: np.cos(q * x)**2 / eps_r, 0, a)[0]
groove_part = quad(lambda x: (H_wall * np.cosh(s * x) / np.cosh(s * b))**2 / eps_g,
                   0, b)[0]
norm = (ridge_part + groove_part) / (a + b)
print(f"exact fundamental mode: n2 {n2_exact:.8f}, "
      f"gamma {k0*np.sqrt(n2_exact)*1e-6:.5f} rad/um")
print(f"mode: H_wall {H_wall:.5f}, w_wall/k0 {w_wall:.5f}, <H^2/eps> {norm:.5f}")

rules = ("ordinary", "correct", "inverse everywhere")
orders = (5, 20, 80, 320)
err = {r: {N: layer(N, r)[0][-1] - n2_exact for N in orders} for r in rules}
for N in orders:
    print(f"N={N}: n2 error ordinary {err[rules[0]][N]:.3e}, correct "
          f"{err[rules[1]][N]:.3e}, inverse everywhere {err[rules[2]][N]:.3e}")
log_ratio = np.log(eps_r / eps_g)
for N in (80, 320):
    scale = log_ratio / (np.pi**2 * (N + 0.5) * norm)
    law_ord = n2_exact * scale * (1 / eps_g - 1 / eps_r) * H_wall**2
    law_all = -scale * (eps_r - eps_g) * w_wall**2
    print(f"N={N}: predicted n2 error ordinary {law_ord:.3e}, "
          f"inverse everywhere {law_all:.3e}")
assert abs(err["ordinary"][320] / law_ord - 1) < 0.05
assert abs(err["inverse everywhere"][320] / law_all - 1) < 0.05


def rate(rule, low, high):
    return np.log(abs(err[rule][low] / err[rule][high])) / np.log(high / low)


rates = (rate("ordinary", 80, 320), rate("correct", 20, 80),
         rate("inverse everywhere", 80, 320))
print(f"decay exponents: ordinary {rates[0]:.3f} (N 80-320), correct "
      f"{rates[1]:.3f} (20-80), inverse everywhere {rates[2]:.3f} (80-320)")
assert abs(rates[0] - 1) < 0.15 and abs(rates[2] - 1) < 0.15
assert abs(rates[1] - 3) < 0.4
for r in rules[:2]:
    phase = k0 * depth * (np.sqrt(n2_exact + err[r][20]) - np.sqrt(n2_exact))
    print(f"phase error over depth, N=20, {r}: {np.degrees(phase):.5f} degree")


# --- diffraction by the mask, light arriving through the substrate ---
def efficiencies(N, rule):
    n2, W, m_inv, k = layer(N, rule)
    Q = np.sqrt(n2 + 0j)
    V = (m_inv @ W) * Q
    X = np.exp(1j * Q * k0 * depth)
    y_in = np.sqrt(eps_r - k**2 + 0j) / eps_r
    y_out = np.sqrt(eps_g - k**2 + 0j) / eps_g
    top = np.hstack([y_in[:, None] * W + V, (y_in[:, None] * W - V) * X])
    bottom = np.hstack([(y_out[:, None] * W - V) * X, y_out[:, None] * W + V])
    rhs = np.zeros(2 * len(k), complex)
    rhs[N] = 2 * y_in[N]
    amp = np.linalg.solve(np.vstack([top, bottom]), rhs)
    fwd, bwd = amp[:len(k)], amp[len(k):]
    t = W @ (X * fwd + bwd)
    r = W @ (fwd + X * bwd)
    r[N] -= 1
    flux = y_in[N].real
    return abs(t)**2 * y_out.real / flux, abs(r)**2 * y_in.real / flux


T0 = {}
for N in (5, 10, 20, 40, 80, 160):
    for r in rules[:2]:
        T, R = efficiencies(N, r)
        T0[r, N] = T[N]
        balance = abs(T.sum() + R.sum() - 1)
        assert balance < 1e-8
        if r == "ordinary" and N == 5:
            print(f"power imbalance, ordinary rule, N=5: {balance:.1e}")
    print(f"N={N}: zero-order transmission ordinary {T0['ordinary', N]:.6f}, "
          f"correct {T0['correct', N]:.6f}")
reference = T0["correct", 160]
extrapolated = 2 * T0["ordinary", 160] - T0["ordinary", 80]
print(f"ordinary rule extrapolated in 1/N from 80 and 160: {extrapolated:.6f}")
assert abs(T0["ordinary", 80] - reference) > 3 * abs(T0["correct", 80] - reference)
assert abs(extrapolated - reference) < 0.5 * abs(T0["ordinary", 160] - reference)

print("all tests passed")
```

Output:

```
wavelength 200 nm, period 250 nm, ridge 100 nm, depth 100 nm
relative permittivity: ridge 4.0, groove 1.0
predicted relative D_x error at wall: 0.28125
N=125: D_x error at wall 0.2874, ridge centre 0.00806, rms 0.02686
N=500: D_x error at wall 0.2831, ridge centre 0.00234, rms 0.01321
N=2000: D_x error at wall 0.2818, ridge centre 0.00067, rms 0.00656
N=5: long-wave deficit 0.019550, law 0.019154, bounds 0.011234 to 0.044934
N=20: long-wave deficit 0.005094, law 0.005139, bounds 0.002847 to 0.011388
N=80: long-wave deficit 0.001301, law 0.001309, bounds 0.000712 to 0.002849
ridge eps 2, f=0.4: deficit/law at N=500 1.00006
ridge eps 4, f=0.4: deficit/law at N=500 0.99889
ridge eps 12, f=0.4: deficit/law at N=500 1.00090
ridge eps 4, f=0.3: deficit/law at N=500 0.99865
scaled wall slope of E_x, N=1000: 0.22077, law 0.22064
smooth grating, ordinary rule, N=10: deficit 3.2e-11
long-wave n2, N=10: ordinary 1.44930, correct 1.42857, exact 1.42857
exact fundamental mode: n2 3.18406889, gamma 56.05845 rad/um
mode: H_wall 0.15133, w_wall/k0 -0.22322, <H^2/eps> 0.05727
N=5: n2 error ordinary 2.526e-02, correct -4.445e-03, inverse everywhere -7.355e-02
N=20: n2 error ordinary 6.653e-03, correct -1.130e-04, inverse everywhere -1.835e-02
N=80: n2 error ordinary 1.671e-03, correct -1.999e-06, inverse everywhere -4.587e-03
N=320: n2 error ordinary 4.187e-04, correct -3.215e-08, inverse everywhere -1.146e-03
N=80: predicted n2 error ordinary 1.666e-03, inverse everywhere -4.555e-03
N=320: predicted n2 error ordinary 4.185e-04, inverse everywhere -1.144e-03
decay exponents: ordinary 0.998 (N 80-320), correct 2.910 (20-80), inverse everywhere 1.001 (80-320)
phase error over depth, N=20, ordinary: 0.33538 degree
phase error over depth, N=20, correct: -0.00570 degree
power imbalance, ordinary rule, N=5: 6.7e-16
N=5: zero-order transmission ordinary 0.071413, correct 0.069642
N=10: zero-order transmission ordinary 0.070297, correct 0.069482
N=20: zero-order transmission ordinary 0.069834, correct 0.069427
N=40: zero-order transmission ordinary 0.069624, correct 0.069420
N=80: zero-order transmission ordinary 0.069522, correct 0.069420
N=160: zero-order transmission ordinary 0.069471, correct 0.069421
ordinary rule extrapolated in 1/N from 80 and 160: 0.069421
all tests passed
```
